# Pressure ratio for ninety percent conversion in an uphill ligand exchange

## Problem

In one step of an atomic layer process, a surface ligand L is replaced by a ligand X. The new ligand is supplied by a reactant gas R, and the old one leaves in a byproduct gas B:

$$\text{S–L} + \text{R(g)} \rightleftharpoons \text{S–X} + \text{B(g)} .$$

Here S is a surface site. The standard reaction free energy is $\Delta G^\circ=+0.10$ eV per exchange at $T=500$ K. Let $p_R$ and $p_B$ be the partial pressures at the surface, $r=p_B/p_R$ their ratio, and $\theta$ the fraction of sites that carry X at equilibrium. This fraction is called the conversion.

Assume that the sites are equivalent and independent, that each carries either L or X, and that both gases are ideal and refer to the same standard pressure $p^\circ$. The value of $\Delta G^\circ$ includes the vibrational free energies of the two kinds of site, but not the entropy of distributing L and X over the surface.

(a) Derive $\theta$ as a function of $r$, and find the ratio below which $\theta$ exceeds 90 percent.

(b) Explain how an exchange with positive $\Delta G^\circ$ can reach this conversion, and what conversion it reaches at other ratios.

(c) A closed vessel initially holds $n_0$ reactant molecules per surface site and no byproduct. How large must $n_0$ be for 90 percent conversion? Does an inert carrier gas change the answer?

(d) How does an error of 0.05 eV in $\Delta G^\circ$ change the threshold?

## Solution

### (a) The equilibrium conversion

Energies are given in electronvolts and $k_B$ is Boltzmann's constant. The chemical potential of an ideal gas at partial pressure $p_i$ is

$$\mu_i=\mu_i^\circ+k_BT\ln\frac{p_i}{p^\circ}.$$

One exchange removes a molecule of R from the gas and adds a molecule of B. Relative to standard pressures, its free energy therefore changes by $+k_BT\ln(p_B/p^\circ)$ for the byproduct and by $-k_BT\ln(p_R/p^\circ)$ for the reactant. At the actual pressures, a single exchange on a specified site costs

$$\Delta g=\Delta G^\circ+k_BT\ln\frac{p_B}{p^\circ}-k_BT\ln\frac{p_R}{p^\circ}
=\Delta G^\circ+k_BT\ln r .$$

The standard pressure cancels because one gas molecule is consumed for each one released.

The exchanged sites can be arranged in many ways. If $n=\theta N$ of $N$ sites are exchanged, the number of arrangements is

$$W=\frac{N!}{n!\,(N-n)!}.$$

For large $N$, Stirling's formula $\ln N!\simeq N\ln N-N$ gives

$$\ln W\simeq N\ln N-n\ln n-(N-n)\ln(N-n),$$

since the linear terms $-N+n+(N-n)$ add to zero. Inserting $n=\theta N$ and $N-n=(1-\theta)N$, the terms in $\ln N$ cancel as well:

$$\frac{\ln W}{N}=-\theta\ln\theta-(1-\theta)\ln(1-\theta).$$

With the gas pressures held fixed, the free energy per site, measured from the unexchanged surface, is

$$g(\theta)=\theta\,\Delta g+k_BT\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right].$$

The derivative of the bracket is $\ln\theta+1-\ln(1-\theta)-1$, so

$$g'(\theta)=\Delta g+k_BT\ln\frac{\theta}{1-\theta},\qquad
g''(\theta)=\frac{k_BT}{\theta(1-\theta)}>0 .$$

The second derivative is positive throughout $0<\theta<1$, so the point where $g'=0$ is the single minimum. There

$$\frac{\theta}{1-\theta}=e^{-\Delta g/k_BT}=\frac{K}{r},\qquad K=e^{-\Delta G^\circ/k_BT}.$$

Multiplying out gives $r\theta=K-K\theta$, and hence

$$\theta=\frac{K}{K+r}.$$

Stirling's formula is not essential to this result. For any finite $N$, an arrangement with $n$ exchanged sites has the weight $z^n$ with $z=e^{-\Delta g/k_BT}=K/r$. The sum over all arrangements is

$$Z=\sum_{n=0}^{N}\binom{N}{n}z^n=(1+z)^N,$$

and the mean conversion is

$$\frac{\langle n\rangle}{N}=\frac{z}{N}\frac{d\ln Z}{dz}=\frac{z}{1+z}=\frac{K}{K+r}.$$

For independent sites at fixed gas pressures, the size of the surface thus has no influence on the mean conversion. This is why an explicit sum over the arrangements of only eight sites can test the threshold.

Now require $\theta>\theta_*$, where $\theta_*$ is the target. Since $K+r$ is positive, the inequality can be multiplied by it without changing direction:

$$K>\theta_*K+\theta_*r
\quad\Longleftrightarrow\quad
r<r_*=\frac{1-\theta_*}{\theta_*}\,e^{-\Delta G^\circ/k_BT}.$$

For $\theta_*=0.90$ the prefactor is $0.10/0.90=1/9$. At 500 K, $k_BT=0.043087$ eV, so

$$\frac{\Delta G^\circ}{k_BT}=\frac{0.10}{0.043087}=2.321,\qquad
K=e^{-2.321}=0.0982,$$

$$r_*=\frac{0.0982}{9}=0.0109 .$$

**The conversion exceeds 90 percent when $p_B/p_R$ is below about 0.011.** At the threshold there are about 92 reactant molecules for each byproduct molecule at the surface, and the byproduct makes up 1.08 percent of the two reactive gases. The explicit sum over arrangements, solved numerically for 90 percent conversion, gives the same ratio; see the numerical output.

### (b) What drives the exchange

A positive $\Delta G^\circ$ says that a single exchange on a specified site is uphill when both gases have the same pressure. Even then, the arrangement entropy allows a small part of the surface to exchange, 8.9 percent here. At other pressures, the sign of $\Delta g$ can differ from that of $\Delta G^\circ$. At the threshold,

$$\Delta g=0.1000\ \text{eV}+k_BT\ln(0.0109)
=0.1000\ \text{eV}-0.1947\ \text{eV}=-0.0947\ \text{eV}.$$

The low ratio of byproduct to reactant pressure supplies 0.195 eV per exchange. Of this, 0.100 eV pays for the uphill reaction. The remaining 0.0947 eV equals $k_BT\ln 9$, which is what the condition $g'=0$ demands at $\theta=0.90$. It is needed because, beyond half conversion, each further exchange lowers the arrangement entropy.

The condition $\Delta g<0$ alone is therefore too weak. It requires only $r<K=0.098$, and at $r=K$ the formula gives $\theta=K/(2K)=1/2$. Going from 50 to 90 percent conversion takes a further ninefold reduction of the ratio.

The conversions at several ratios show the whole range:

| $p_B/p_R$ | Conversion (percent) |
|---:|---:|
| 1 | 8.9 |
| 0.1 | 49.5 |
| 0.02 | 83.1 |
| 0.01 | 90.8 |
| 0.001 | 99.0 |

Two limits explain the ends of the table. For $r\gg K$, the $K$ in the denominator can be dropped and $\theta\simeq K/r$. At $r=1$ this estimate is 9.8 percent, somewhat above the 8.9 percent of the full formula. For $r\ll K$, the unconverted fraction is

$$1-\theta=\frac{r}{K+r}\simeq\frac{r}{K}.$$

At $r=0.001$ this gives $0.001/0.0982=0.0102$, close to the 1.0 percent left unconverted in the table. In this range, a tenfold lower ratio leaves about one tenth as many old ligands.

As $r\to0$ the conversion tends to one, whatever the finite value of $\Delta G^\circ$. The practical difficulty is that the exchange itself produces B. The ratio in the formula is the one at the surface, and it can be higher than the ratio in the gas entering the reactor if the byproduct is carried away slowly, for instance out of a narrow trench.

### (c) The dose needed in a closed vessel

When a fraction $\theta$ of the sites has been exchanged, the gas contains $\theta$ byproduct molecules and $n_0-\theta$ reactant molecules per site. Both gases share the same volume and temperature, so their pressure ratio is the ratio of their amounts:

$$r=\frac{\theta}{n_0-\theta}.$$

The pressures now change during the reaction, so it must be checked that the equilibrium condition of part (a) still holds. Let $n_i$ be the amount per site of each gas, including an inert carrier, and let the total pressure $P$ be constant. The gas contributes $G_\text{gas}=\sum_i n_i\mu_i$ to the Gibbs energy per site, and

$$\frac{dG_\text{gas}}{d\theta}=\sum_i\mu_i\frac{dn_i}{d\theta}+\sum_i n_i\frac{d\mu_i}{d\theta}.$$

In the second sum, $d\mu_i=k_BT\,dp_i/p_i$. For an ideal mixture $n_i/p_i=n_\text{tot}/P$ is the same for every gas, so

$$\sum_i n_i\frac{d\mu_i}{d\theta}
=k_BT\,\frac{n_\text{tot}}{P}\sum_i\frac{dp_i}{d\theta}
=k_BT\,\frac{n_\text{tot}}{P}\frac{dP}{d\theta}=0 .$$

The first sum is $\mu_B-\mu_R$, because $dn_B/d\theta=1$, $dn_R/d\theta=-1$ and the carrier amount is constant. This is the same gas contribution as before, so the condition $\theta/(1-\theta)=K/r$ is unchanged. A vessel of constant volume gives the same result: the total number of gas molecules does not change, and at fixed temperature neither does the total pressure.

The carrier and the total pressure have dropped out. Combining the two expressions for $r$,

$$\frac{\theta}{n_0-\theta}=K\,\frac{1-\theta}{\theta}
\quad\Longrightarrow\quad
n_0=\theta+\frac{\theta^2}{K(1-\theta)} .$$

Both terms on the right increase with $\theta$ between zero and one. A larger dose therefore always gives a larger conversion in this model, and the dose at $\theta_*$ is a true lower bound for reaching the target. Solving $r_*=\theta_*/(n_0-\theta_*)$ for the dose gives

$$n_0=\theta_*\left(1+\frac{1}{r_*}\right)=0.90\,(1+91.66)=83.4 .$$

**About 83 reactant molecules per site are needed, although only 0.90 per site are consumed.** The consumed share is $0.90/83.4=1.08$ percent. It equals the byproduct share found in part (a), because every consumed reactant molecule has become a byproduct molecule. The word "conversion" thus needs care: 90 percent of the surface is converted, but only about 1 percent of the reactant gas.

Direct minimization of the full Gibbs energy at this dose tests the result. It gives 90.000 percent conversion with 1 or 500 carrier molecules per site, and, with the larger carrier amount, at total pressures of $0.001\,p^\circ$ and $p^\circ$. Half the dose gives 82.9 percent and twice the dose 94.5 percent. Doubling the required dose thus reduces the unconverted fraction from 10 to 5.5 percent, so the return on additional reactant is modest.

Removing the byproduct between doses uses the reactant better. Suppose the dose of 83.4 is split into two equal parts of 41.7. The first brings the surface to $\theta=0.829$. The vessel is then emptied, with the surface left unchanged, and the second part is admitted. When the conversion reaches 0.90, the second part has produced only $0.900-0.829=0.071$ byproduct molecules per site, and

$$r=\frac{0.071}{41.7-0.071}=0.0017 .$$

This is well below $r_*=0.0109$, so at 90 percent the exchange is still driven forward. The same total amount of reactant therefore takes the surface beyond 90 percent when it is given in two parts.

### (d) Sensitivity to the free energy

If $\Delta G^\circ$ is replaced by $\Delta G^\circ+\delta$, the threshold becomes

$$r_*(\delta)=\frac{1-\theta_*}{\theta_*}e^{-(\Delta G^\circ+\delta)/k_BT}=r_*\,e^{-\delta/k_BT}.$$

For $|\delta|=0.05$ eV the factor is $e^{0.05/0.043087}=3.19$. The threshold is 0.035 for $\Delta G^\circ=0.05$ eV and 0.0034 for $\Delta G^\circ=0.15$ eV. An uncertainty of 0.05 eV either way thus spans about a factor of ten in the permitted ratio.

The effect on the conversion at a fixed ratio is milder. Suppose a process is run at $r=0.0109$, but the true free energy is 0.15 eV. Then $K=9\times0.003418=0.0308$ and

$$\theta=\frac{0.0308}{0.0308+0.0109}=0.74 .$$

If the true value is 0.05 eV, $K=9\times0.034816=0.313$ and $\theta=0.313/(0.313+0.0109)=0.97$. An error on the unfavorable side costs 16 percentage points, whereas one on the favorable side gains 7, because the conversion is already close to its upper limit.

Even the rounding of the given value matters. An uncertainty of 0.005 eV changes $r_*$ by the tenth root of 3.19, a factor of 1.12. The answer to part (a) is therefore best quoted as 0.011; further digits are useful for comparing calculations, not for setting a process.

### When the result changes

**Other temperatures.** The value 0.10 eV belongs to 500 K and cannot simply be kept when $T$ changes. Write $\Delta G^\circ=\Delta H^\circ-T\Delta S^\circ$ and use $d\Delta G^\circ/dT=-\Delta S^\circ$ at fixed standard pressure. Then

$$\frac{d\ln r_*}{dT}=-\frac{1}{k_B}\frac{d}{dT}\frac{\Delta G^\circ}{T}
=\frac{1}{k_B}\left(\frac{\Delta S^\circ}{T}+\frac{\Delta G^\circ}{T^2}\right)
=\frac{\Delta H^\circ}{k_BT^2}.$$

Heating relaxes the pressure requirement if the exchange is endothermic and tightens it if the exchange is exothermic. The sign of $\Delta G^\circ$ does not decide this, and the problem does not give $\Delta H^\circ$.

**Interacting ligands.** Suppose $\Delta G^\circ$ refers to the first exchanges on an otherwise unexchanged surface, and new ligands interact. In a mean-field description, this adds $\tfrac12w\theta^2$ to $g(\theta)$, with $w>0$ for repulsion. The derivative gains $w\theta$, and setting it to zero at the target gives

$$r_*=\frac{1-\theta_*}{\theta_*}\,e^{-(\Delta G^\circ+w\theta_*)/k_BT}.$$

A repulsion with $w\theta_*=0.05$ eV lowers the threshold by the factor 3.19 found above. For attraction, $g''=k_BT/[\theta(1-\theta)]+w$ remains positive at every $\theta$ only if $w>-4k_BT$, since the first term has its smallest value, $4k_BT$, at $\theta=1/2$. At 500 K, $4k_BT$ is 0.17 eV. With stronger attraction, the mean-field $g$ can have two minima, and the model no longer gives a single smooth curve $\theta(r)$. The bound $4k_BT$ belongs to the mean-field description, which overestimates the tendency to separate. On a square lattice with nearest-neighbor pair energy $w/4$, separation into two phases begins only at $|w|=8\ln(1+\sqrt2)\,k_BT\approx7.05\,k_BT$, about 0.30 eV at 500 K.

**Other stoichiometry.** The ratio alone decides the conversion because the numbers of gas molecules consumed and released are equal. If each exchange released two molecules of B, the free energy would be

$$\Delta g=\Delta G^\circ+k_BT\ln\frac{p_B^2}{p_R\,p^\circ}.$$

At a fixed ratio $r$ the argument of the logarithm is $r\,p_B/p^\circ$. Lowering both pressures together would then favor the exchange, and a threshold for $p_B/p_R$ could be stated only together with one of the pressures.

**Slow reactions.** The threshold is an equilibrium condition. A ratio below 0.011 permits more than 90 percent conversion, but does not ensure that it is reached within a given exposure. That depends on the activation barriers and on the supply of reactant, neither of which follows from $\Delta G^\circ$. If the surface starts fully covered by L and this exchange is the only reaction, a ratio kept above the threshold cannot give 90 percent conversion, however long the exposure lasts.

## Computed results

```
standard free energy of exchange: 0.10 eV
temperature: 500 K
target conversion of sites: 0.90
kB*T: 0.043087 eV
dG/(kB*T): 2.3209 (dimensionless)
equilibrium constant K: 0.09818 (dimensionless)
threshold p_B/p_R, formula: 0.010909 (dimensionless)
threshold p_B/p_R, enumeration: 0.010909 (dimensionless)
inverse threshold p_R/p_B: 91.66 (dimensionless)
byproduct share p_B/(p_B+p_R): 1.079 percent
pressure term kB*T*ln(r) at threshold: -0.19467 eV
free energy at actual pressures, threshold: -0.09467 eV
kB*T*ln(9): 0.09467 eV
enumerated conversion at p_B/p_R = 0.001: 98.99 percent
enumerated conversion at p_B/p_R = 0.01: 90.76 percent
enumerated conversion at p_B/p_R = 0.02: 83.08 percent
enumerated conversion at p_B/p_R = 0.1: 49.54 percent
enumerated conversion at p_B/p_R = 1: 8.94 percent
closed-vessel dose for target: 83.40 molecules per site
share of that reactant consumed: 1.079 percent
vessel, carrier 1 per site, pressure 0.001 p0: conversion 90.000 percent, ratio 0.010909
vessel, carrier 500 per site, pressure 0.001 p0: conversion 90.000 percent, ratio 0.010909
vessel, carrier 500 per site, pressure 1 p0: conversion 90.000 percent, ratio 0.010909
conversion at half that dose: 82.88 percent
conversion at double that dose: 94.51 percent
threshold ratio if dG = 0.05 eV: 0.034816
threshold ratio if dG = 0.15 eV: 0.003418
factor in threshold per 0.05 eV: 3.191
```
